# Second-Variation Spin-Orbit Coupling: Cost and Convergence with Empty States

## A convergence test that misleads

Take a crystal whose p level at the zone centre is split by spin-orbit coupling. Solve the scalar-relativistic problem first, keep the four lowest bands, and diagonalise the spin-orbit operator among them. In the model below this gives a splitting of 1.438 eV. Add a fifth band as a check: the splitting does not change. The calculation looks converged, yet the full answer in the same orbital basis is 1.507 eV. The fifth band is an s state, which the spin-orbit operator cannot couple to a p level, and the missing 0.069 eV comes from p states higher up.

One therefore needs an error estimate that says which empty states matter, and a cost estimate that says how many can be afforded.

## The method and the model

Let $H_0$ be the scalar-relativistic Hamiltonian at one wave vector $\mathbf k$, a Hermitian matrix in $n$ orthonormal spatial orbitals. It does not act on spin. With spin-orbit operator $V$, the full problem has dimension $2n$:

$$H=1\otimes H_0+V,\qquad V=\frac{\xi}{2}\sum_{a=x,y,z}\sigma_a\otimes\Lambda_a .$$

The first factor acts on spin, $\sigma_a$ are Pauli matrices, and $\Lambda_a$ is the dimensionless orbital angular momentum on the atoms, with each element multiplied by the radial spin-orbit integral of the two shells in units of $\xi$, so that it can also connect different shells. The factor $1/2$ comes from $\mathbf S=\boldsymbol\sigma/2$.

Second variation proceeds as follows.

1. Solve $H_0C=Ce$ and keep the $M$ lowest columns of $C$.
2. Form the three $M\times M$ matrices $G_a=C^\dagger\Lambda_aC$.
3. Diagonalise the $2M\times2M$ matrix
$$H_{PP}=1\otimes\mathrm{diag}(e_1,\dots,e_M)+\frac{\xi}{2}\sum_a\sigma_a\otimes G_a .$$

This matrix is $H$ projected on the space $P$ of kept states with both spins: the columns of $C$ are orthonormal eigenvectors, so $C^\dagger H_0C$ is diagonal. The omitted space is called $Q$. Exact levels are $\lambda_1\le\lambda_2\le\dots$, and truncated levels are $\mu_1\le\mu_2\le\dots$

The model is a simple cubic crystal with one atom per cell and four shells, each with one s and three p orbitals, so $n=16$. The shell energies are $-8,14,34,60$ eV for s and $0,20,42,70$ eV for p. Nearest-neighbour hoppings are $V_{ss}=-0.4$, $V_{sp}=0.6$, $V_\sigma=1.0$ and $V_\pi=-0.2$ eV, multiplied by $0.3^{|a-b|}$ between shells $a$ and $b$.

Spin-orbit coupling acts near the nucleus. If the radial functions there have a common shape, $R_a=c_af(r)$, the radial integral between shells is proportional to $c_ac_b$. The model takes equal amplitudes, so the strength is $\xi=1$ eV within and between all p shells. The coupling between shells is what makes high empty states matter.

## Upper bounds and a rigorous error limit

By the min-max principle, $\lambda_i$ is the smallest value, over all $i$-dimensional subspaces, of the largest expectation value of $H$ in that subspace. For $\mu_i$ the subspaces are restricted to $P$. Fewer choices cannot lower a minimum, so $\mu_i\ge\lambda_i$. Enlarging $M$ enlarges $P$, so $\mu_i$ can only fall or stay. At $M=n$ nothing is omitted and $\mu_i=\lambda_i$.

This limit is the full result in the chosen orbitals. If their span lacks the radial shape of a p$_{1/2}$ function near the nucleus, no number of empty states taken from that span supplies it.

To bound the error, write $B=H_{QP}$. Since $H_0$ does not connect its own eigenstates, $B=V_{QP}$. Let $c$ be the lowest eigenvalue of $H_{QQ}$, take $E<c$, and set $D=H_{QQ}-E$, which is positive definite. With

$$T=\begin{pmatrix}1&0\\-D^{-1}B&1\end{pmatrix},$$

multiplication gives first

$$(H-E)T=\begin{pmatrix}H_{PP}-E-B^\dagger D^{-1}B&B^\dagger\\0&D\end{pmatrix},$$

and then, because the upper right block becomes $B^\dagger-B^\dagger D^{-1}D=0$,

$$T^\dagger(H-E)T=\begin{pmatrix}F(E)-E&0\\0&D\end{pmatrix},$$

$$F(E)=H_{PP}-K(E),\qquad K(E)=B^\dagger(H_{QQ}-E)^{-1}B .$$

$T$ is invertible, so this transformation preserves the numbers of negative and of zero eigenvalues (Sylvester's law of inertia). The block $D$ contributes neither. Hence $H$ and $F(E)$ have equally many eigenvalues below $E$, and equally many at $E$. Setting $E=\lambda_i$ shows that $\lambda_i$ is the $i$-th eigenvalue of $F(\lambda_i)$.

For a normalised vector $x$ in $P$,

$$0\le\langle x|K(\lambda_i)|x\rangle=\langle Bx|(H_{QQ}-\lambda_i)^{-1}|Bx\rangle\le\frac{\|B\|^2}{c-\lambda_i},$$

where $\|B\|$ is the largest singular value. Subtracting $K$ from $H_{PP}$ lowers each ordered eigenvalue by at most this amount, again by min-max. Therefore

$$\boxed{0\le\mu_i-\lambda_i\le\frac{\|B\|^2}{c-\lambda_i}\qquad(\lambda_i<c).}$$

If also $\mu_i<c$, replacing $\lambda_i$ by $\mu_i$ on the right makes the denominator smaller, and the bound remains valid without knowledge of the exact level.

On a $4\times4\times4$ mesh of $\mathbf k$, the largest errors and largest bounds for the eight lowest spin bands are:

| $M$ | error (meV) | bound (meV) |
|---|---:|---:|
| 4 | 95 | 293 |
| 5 | 95 | 210 |
| 8 | 44 | 133 |
| 9 | 44 | 110 |
| 12 | 17 | 55 |

The largest bound is 2.2 to 3.3 times the largest error here. The two maxima need not belong to the same level or the same $\mathbf k$. Since $\|B\|$ is common to all levels, the ratio for a level with a small error can be far larger. The bound uses the strongest coupling and the smallest denominator together, although the states that realise them may differ. From $M=4$ to 5 the bound improves while the largest error does not, so a falling bound is no evidence of a falling error.

## An estimate for each level

Treat $K$ as a small correction to $H_{PP}$, whose eigenvectors are the computed spinors $\psi_i$. To first order in $K$, $\lambda_i\approx\mu_i-\langle\psi_i|K|\psi_i\rangle$. Replace $H_{QQ}$ by its scalar energies $e_q$, and $\lambda_i$ in the denominator by $\mu_i$:

$$\boxed{\mu_i-\lambda_i\approx\delta_i=\sum_{q\in Q}\frac{|\langle q|V|\psi_i\rangle|^2}{e_q-\mu_i}.}$$

Here $q$ runs over omitted states with both spins. An empty state matters through its matrix element and its distance in energy. The estimate is reliable when $V_{QQ}$ has little effect on $(H_{QQ}-\mu_i)^{-1}$ acting on $B\psi_i$, and when the elements of $K$ between different levels are small compared with their separation.

Degenerate levels need care, because first-order theory then requires a diagonalisation of $K$ within the level. In this crystal, inversion combined with time reversal gives an antiunitary operator $\Theta$ with $\Theta^2=-1$ that acts at fixed $\mathbf k$. It commutes with $K$ if $P$ contains whole scalar multiplets. Using $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$,

$$\langle\psi|K\Theta\psi\rangle=\langle\Theta K\Theta\psi|\Theta\psi\rangle=-\langle K\psi|\Theta\psi\rangle=-\langle\psi|K\Theta\psi\rangle=0,$$

$$\langle\Theta\psi|K\Theta\psi\rangle=\langle\Theta\psi|\Theta K\psi\rangle=\langle K\psi|\psi\rangle=\langle\psi|K\psi\rangle .$$

Both members of a Kramers pair shift equally and do not mix, so the diagonal formula suffices for a pair with no further degeneracy.

At $\mathbf k=(0.7,1.1,1.9)$, in inverse lattice constants, with $M=4$, the four pairs have actual errors of 1.8, 66.9, 41.1 and 25.1 meV. The estimates are 1.7, 61.9, 40.0 and 25.6 meV. The largest deviation is 7.5% of the actual error. At $\xi=0.1$ eV it falls to 0.5%, as expected of a leading-order formula.

Subtracting $\delta_i$ from $\mu_i$ reduces the second pair's error from 66.9 to 5.0 meV. The corrected value is no longer an upper bound: for the fourth pair the estimate exceeds the error, so the corrected level falls below the exact one.

The errors do not simply scale as $\xi^2$, mainly because $\psi_i$ also depends on $\xi$. At this $\mathbf k$, when $\xi$ is small compared with the crystal splitting of the p levels, the levels are nearly pure $p_x,p_y,p_z$ orbitals. Near the zone centre, where that splitting vanishes, this does not hold. For $p_x$ with either spin, $L_xp_x=0$, while $L_yp_x$ and $L_zp_x$ are orthogonal and of unit length. Thus

$$\|\mathbf L\cdot\mathbf S\,p_x\|^2=\tfrac14(1+1)=\tfrac12,$$

and the same holds for $p_y$ and $p_z$. The three p errors at $\xi=0.1$ eV are accordingly close together, between 0.41 and 0.45 meV. More generally, $\mathbf L\cdot\mathbf S$ has eigenvalues $-1$ for $j=\frac12$ and $\frac12$ for $j=\frac32$ (next section). A p spinor with weight $w$ in $j=\frac12$ therefore has $\langle\mathbf L\cdot\mathbf S\rangle=\frac12-\frac32w$ and $\|\mathbf L\cdot\mathbf S\,\psi\|^2=w+\frac14(1-w)$. A real orbital has $\langle\mathbf L\cdot\mathbf S\rangle=0$, so $w=\frac13$, which gives $\frac12$ again. As $\xi$ grows, the lowest p level lowers its energy by making $\langle\mathbf L\cdot\mathbf S\rangle$ negative, so $w>\frac13$, and the highest p level has $w<\frac13$. This agrees with the spread at $\xi=1$ eV, where the lowest p pair has the largest error and the highest p pair the smallest.

## The zone centre: why p$_{1/2}$ converges more slowly

A hop from s to a p orbital along its axis has opposite signs in the two directions, so the Bloch sum is $V_{sp}(e^{ik}-e^{-ik})=2iV_{sp}\sin k$. It vanishes at $\mathbf k=0$, and s and p separate. For a p orbital, two neighbours lie along its axis and four across it, which gives $2V_\sigma+4V_\pi=2.0-0.8=1.2$ eV. The p Hamiltonian in shell space is therefore

$$(h_p)_{ab}=E^p_a\delta_{ab}+1.2\times0.3^{|a-b|}\ \text{eV}.$$

Spin-orbit coupling multiplies $\mathbf L\cdot\mathbf S$ by $\xi\mathbf 1\mathbf 1^T$, where $\mathbf 1$ is the vector of ones over shells. From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ with $l=1$,

$$\kappa\equiv\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]=\begin{cases}\tfrac12,&j=\tfrac32\ \text{(four states)}\\-1,&j=\tfrac12\ \text{(two states)}.\end{cases}$$

The problem splits into $h_p+\kappa\xi\mathbf 1\mathbf 1^T$ for each $j$.

Let $u_b$ and $\varepsilon_b$ be the eigenvectors and eigenvalues of $h_p$, and $g_b=\mathbf 1^Tu_b$. With $M=4$ only the lowest p triplet is kept, so $\mu=\varepsilon_1+\kappa\xi g_1^2$. The computed levels are 0.2347 eV for p$_{1/2}$ and 1.6725 eV for p$_{3/2}$. Their difference must be $\frac32\xi g_1^2$, hence $g_1^2=1.4378/1.5=0.9585$. It is below one because the positive hopping between shells mixes the upper shells into the lowest state with negative amplitudes.

The truncation error also follows in closed form. For the omitted p levels define

$$t(\lambda)=\sum_{b>1}\frac{g_b^2}{\varepsilon_b-\lambda}.$$

One needs $g^Tx$, where $g$ collects the omitted $g_b$, $D_0=\mathrm{diag}(\varepsilon_b-\lambda)$, and $(D_0+\kappa\xi gg^T)x=g$. Try $x=\alpha D_0^{-1}g$. The equation becomes $\alpha(1+\kappa\xi t)g=g$, so $\alpha=1/(1+\kappa\xi t)$ and $g^Tx=t/(1+\kappa\xi t)$. The coupling to the kept state is $\kappa\xi g_1g$, and therefore

$$\mu-\lambda=\frac{\kappa^2\xi^2g_1^2\,t(\lambda)}{1+\kappa\xi t(\lambda)} .$$

For weak coupling the error is proportional to $\kappa^2$, and the p$_{1/2}$ error is $1/(1/2)^2=4$ times the p$_{3/2}$ error. At $\xi=0.01$ eV the computed ratio is 4.003.

At $\xi=1$ eV the errors are 89.5 and 20.7 meV, with ratio 4.33. The denominator is below one for $\kappa=-1$ and above one for $\kappa=\frac12$, which raises the ratio. The lower p$_{1/2}$ level has a smaller $t(\lambda)$, which opposes this. The computed ratio shows that the first effect is the larger here.

The convergence with whole shells is:

| $M$ | p$_{1/2}$ (eV) | p$_{3/2}$ (eV) | splitting (eV) |
|---|---:|---:|---:|
| 4 | 0.235 | 1.673 | 1.438 |
| 8 | 0.187 | 1.661 | 1.474 |
| 12 | 0.162 | 1.655 | 1.494 |
| 16 | 0.145 | 1.652 | 1.507 |

Both levels fall, but p$_{1/2}$ falls further, so the splitting rises towards its limit. It is too small by 4.6%, 2.2% and 0.9% of the full value at $M=4$, 8 and 12.

## Do not cut through a multiplet

At the zone centre $M=6$ keeps the second s state and one orbital of the second p triplet. Cubic symmetry is then broken by the truncation. The added orbital brings two spin states, so to leading order it can lower at most two independent combinations of the four p$_{3/2}$ states. The quartet must split.

For a real added orbital, choose its direction as $z$. This is allowed because the atomic coupling is rotationally invariant. The state $p_z\!\uparrow$ has weight $2/3$ in $j=3/2$: it is an eigenstate of neither $j$, and its mean $\mathbf L\cdot\mathbf S$ is zero, so the weight $w$ satisfies $\frac12w-(1-w)=0$. With the upper level near $20+1.2=21.2$ eV, and $g_1,g_2$ set to one, the splitting is roughly

$$\frac{(1/2)^2\times(2/3)\times(1\ \text{eV})^2}{(21.2-1.7)\ \text{eV}}\approx8.5\ \text{meV}.$$

The program finds 8.1 meV. The value depends on which member of the degenerate triplet is kept: for $(p_x+ip_y)/\sqrt2$ the two spin states have weights 1 and $1/3$ in $j=3/2$, and the same estimate gives two unequal shifts of roughly 13 and 4 meV. At $M=8$ the triplet is complete and the artificial splitting disappears. The cutoff is therefore placed in a gap of the scalar spectrum that is open at every $\mathbf k$ used, with the same $M$ throughout. If $M$ changed between neighbouring $\mathbf k$, the truncation error would change with it and the computed bands could jump. Such gaps are plentiful in this model because its shells are well separated in energy. In a real crystal the empty bands overlap and touch at symmetric $\mathbf k$, so only a few values of $M$ meet the condition on a given mesh. Where none is convenient, one keeps whole multiplets at each $\mathbf k$ and accepts jumps of the size of the contribution of the added states to $\delta_i$.

## A long ladder of empty states

Four shells cannot show an asymptotic law. Consider instead $N$ p levels $e_b=E_0b^2$ with equal spin-orbit coupling, for $j=1/2$:

$$h_{ab}=E_0b^2\delta_{ab}-\xi .$$

Keep $R$ levels, and let $u_b$ now denote the components of the lowest truncated eigenvector. Its coupling to each omitted level is $-\xi\sum_{b\le R}u_b$, of magnitude $A=\xi|\sum_{b\le R}u_b|$. For $R\gg1$ the low level energy is negligible beside $E_0b^2$, and the estimate gives

$$\mu-\lambda\approx\frac{A^2}{E_0}\sum_{b=R+1}^{N}\frac1{b^2}\approx\frac{A^2}{E_0}\int_{R+1/2}^{N+1/2}\frac{db}{b^2}=\frac{A^2}{E_0}\left(\frac1{R+\frac12}-\frac1{N+\frac12}\right).$$

The midpoint rule replaces each term by an integral over a unit interval centred on $b$. For $E_0=5$ eV, $\xi=1$ eV and $N=1000$, the errors at $R=10,20,40,80$ are 25.0, 12.8, 6.39 and 3.09 meV. The formula gives 24.5, 12.7, 6.35 and 3.08 meV.

For $R\ll N$ the error falls as $1/R$. Since the cutoff energy is $E_0R^2$, halving the error requires about four times that energy. This slow law belongs to equal coupling on a quadratic ladder. Couplings that decrease with energy would make the tail converge faster, and couplings that grow would make it slower.

## Cost

Suppose dense diagonalisation with eigenvectors costs $aN_d^3$ for dimension $N_d$. The full calculation costs $a(2n)^3=8an^3$. Second variation costs $an^3$ for the scalar step, which serves both spins, and $a(2M)^3=8aM^3$ for the spin-orbit step. With $m=M/n$, the ideal speed-up is

$$\boxed{s(m)=\frac{8an^3}{an^3+8aM^3}=\frac{8}{1+8m^3}.}$$

It tends to 8 for few kept states and is $8/9$ when all are kept. Break-even requires $1+8m^3=8$, or $m=(7/8)^{1/3}\approx0.96$.

Matrix products reduce the gain. Because $\Lambda_a$ acts within atoms, forming $\Lambda_aC$ is cheap at fixed atomic basis size. Each product with $C^\dagger$ then takes $nM^2$ multiply-adds, or $3nM^2$ for three components. Expanding $2M$ spinors in the original orbitals takes $2\times n\times M\times2M=4nM^2$ more. The count assumes dense solvers; an iterative scalar solver needs a different one.

A 27-atom supercell of the same crystal has $n=432$ and full dimension 864. One run gave 3.37 s for the full problem and 0.36 s for the scalar one, a ratio of 9.3 rather than 8. The speed-ups were:

| $M/n$ | time (s) | measured | ideal |
|---|---:|---:|---:|
| 0.25 | 0.37 | 9.2 | 7.1 |
| 0.50 | 0.76 | 4.4 | 4.0 |
| 1.00 | 3.98 | 0.85 | 0.89 |

The first measured gain exceeds even the ideal limit of 8. The large full-to-scalar ratio permits this. However, the cubic law assigns the second step at $m=0.25$ a time of $0.36/8\approx0.05$ s, while the measured times differ by only about 0.01 s. Timing fluctuations are a possible cause, but the run does not establish it. These timings support the trend, not the second digit.

Cost and error must be read together. Keeping a quarter of the states gives a gain of about seven by the cubic law (nine in this one run), but the same fraction in the primitive cell leaves errors up to 95 meV on the mesh. Half the states reduce that to 44 meV, with a gain of about four. The choice of $M$ should follow from $\delta_i$ for the levels of interest, with no scalar multiplet cut. Evaluating $\delta_i$ needs the omitted scalar states, which a dense solver supplies and an iterative one does not, and this work is not counted in $s(m)$. The numerical check checks the bounds, the estimates and the supercell spectra numerically.

## Computed results

```
Scalar orbitals per cell n = 16 ; xi = 1.0 eV
s shell energies (eV): [-8. 14. 34. 60.]
p shell energies (eV): [ 0. 20. 42. 70.]
Hoppings ss, sp, pp-sigma, pp-pi (eV): -0.4 0.6 1.0 -0.2
Hopping factor per shell difference: 0.3
L.S eigenvalues for p: [-1.  -1.   0.5  0.5  0.5  0.5]
Gamma: M, p1/2 level, p3/2 level, splitting (eV)
   4    0.23472    1.67254    1.43782
   5    0.23472    1.67254    1.43782
   8    0.18691    1.66060    1.47369
  12    0.16150    1.65512    1.49362
  16    0.14518    1.65185    1.50666
Gamma error at M=4, p1/2 and p3/2: 0.08953, 0.02069 eV; ratio 4.327
Same ratio at xi = 0.01 eV: 4.0032
Artificial p3/2 splitting at M=6: 8.071 meV
4x4x4 mesh, lowest 8 spin bands: M, max error, max bound (meV)
   4     95.395    293.148
   5     95.395    209.501
   8     43.506    133.470
   9     43.506    109.700
  12     16.621     54.704
Mesh error at M=16 is below 1e-9 eV: True
General k: [0.7 1.1 1.9] ; M=4; Kramers pairs 1 to 4
  xi=1.0 eV, actual error (meV): [ 1.8031 66.8966 41.1381 25.0553]
    second-order estimate (meV): [ 1.7169 61.8894 40.0323 25.6239]
    largest relative deviation: 7.48 %
  xi=0.1 eV, actual error (meV): [0.0154 0.4416 0.4549 0.4072]
    second-order estimate (meV): [0.0154 0.4395 0.4526 0.4056]
    largest relative deviation: 0.49 %
Ladder E0=5.0 eV, N=1000: R, error, tail law (meV)
  10   25.0461   24.4735
  20   12.8189   12.6738
  40    6.3893    6.3539
  80    3.0890    3.0808
Supercell: 27 atoms, n=432, full dimension 864
Time scalar, full: 0.362, 3.369 s; ratio 9.30
Cost: M, M/n, time (s), measured speed-up, ideal speed-up
  108 0.25 0.368 9.16 7.11
  216 0.50 0.759 4.44 4.00
  432 1.00 3.978 0.85 0.89
Ideal break-even M/n: 0.9565
```
